Excess charge and the unequal proton splittings of the anthracene ions

Take one electron from anthracene, or add one, and the radical ion in solution shows three groups of equivalent protons: two at positions 9 and 10, four at positions 1, 4, 5 and 8, and four at positions 2, 3, 6 and 7. In the order 9, 1, 2, the rough measured splittings are 0.65, 0.31 and 0.14 mT in the cation and 0.53, 0.27 and 0.15 mT in the anion. The simplest theory makes the two spectra identical. At position 9 they differ by 0.12 mT, a fifth of the mean splitting.

Two qualifications belong to the question. The ions have equal pi spin populations in the models below, not equal pi charges. And the cation has the larger splitting at positions 9 and 1, but at position 2 the rough values are slightly reversed.

**Why a constant Q gives identical spectra**

Let n↑ and n↓ be the pi populations of a carbon atom for the two spins. Its spin population and excess charge are

ρ = n↑ − n↓,  ε = 1 − n↑ − n↓.

The sum of ρ over all carbons is 1, and ε is positive where pi electrons are missing. The proton of a C–H group lies in the nodal plane of the pi orbitals, so its contact splitting arises from spin polarization of the sigma electrons. The usual linear relation is a = −Qρ, with Q > 0. The minus sign says that positive pi spin on carbon induces negative spin at the proton. The splittings quoted here are magnitudes.

Anthracene is alternant: its carbons form two sets such that each bond joins one set to the other. Give all carbons the same site energy, taken as zero, and all bonds the coupling −|t|. An orbital with coefficients c_i and energy E obeys

E c_i = −|t| Σ c_j, summed over the neighbours j of i.

Change the sign of every coefficient in one set. One side of each equation changes sign and the other does not, so the new coefficients belong to energy −E. The highest occupied and lowest empty orbitals, at ∓0.414 |t|, are such a pair and have equal squares c_i².

The squares of all 14 orbitals sum to 1 on each carbon. No level lies at zero, so the seven occupied orbitals supply half of this sum, and double occupation gives the neutral molecule one pi electron per carbon. Removing or adding an electron then gives

cation: ρ_i = c_i², ε_i = +c_i²
anion: ρ_i = c_i², ε_i = −c_i².

The result survives a mean-field repulsion U on each carbon. Let T be the bond matrix and S the diagonal matrix of set signs, so that STS = −T. In the cation, with 7 up and 6 down electrons, the down electrons move in H↓ = T + U n↑. For the anion try

n′↑ = 1 − n↓,  n′↓ = 1 − n↑.

Its up electrons then move in

H′↑ = T + U(1 − n↑) = U − S(T + U n↑)S = U − S H↓ S.

The order of the levels is reversed. The lowest 8 orbitals of H′↑ correspond to the 8 orbitals of H↓ that are empty in the cation, and their populations are 1 − n↓, as assumed. The same argument with the spins exchanged gives 7 down electrons with populations 1 − n↑. The trial solution is therefore self-consistent, and

ρ′ = (1 − n↓) − (1 − n↑) = ρ
ε′ = 1 − (1 − n↓) − (1 − n↑) = −ε.

Within these models, spin populations cannot distinguish the ions. The charge can.

**The form of the correction**

Assume that the polarization of a C–H bond depends on the ρ and ε of its own carbon. Reversing all spins reverses both ρ and the spin density at the proton, but leaves ε unchanged. The response is therefore odd in ρ, and to first order in ρ it is −Q(ε)ρ. Expanding Q(ε) to first order in ε gives the Colpa–Bolton relation,

a = −(Q + Kε)ρ.

For positive ρ, the Hückel values of ε turn this into

|a(cation)| = Qρ + Kρ²
|a(anion)| = Qρ − Kρ².

The difference between the ions is 2Kρ². It is quadratic because one factor ρ measures the spin that polarizes the bond, and the other measures the charge that alters the bond's response.

**How charge changes the bond**

A two-orbital model of the C–H bond shows where K can come from. Let h be the carbon hybrid and s the hydrogen 1s orbital, taken as orthogonal, with coupling −b and level difference δ = E_h − E_s. Each spin has one sigma electron. Its lower energy, measured from E_s, is

E = (δ − R)/2,  R = √(δ² + 4b²).

The population of h is ∂E/∂δ = ½(1 − δ/R), so that of s is

n_s = ½(1 + δ/R).

Since dR/dδ = δ/R,

dn_s/dδ = ½(1/R − δ²/R³) = ½(R² − δ²)/R³ = 2b²/R³.

An electron in h gains exchange energy κ for each pi electron of the same spin. The part that depends on spin shifts h by −κρ/2 for up electrons and +κρ/2 for down electrons. The up electron is drawn towards carbon and the down electron is pushed towards hydrogen. To first order in ρ, the spin population on hydrogen is

n_s(δ − κρ/2) − n_s(δ + κρ/2) = −2b²κρ/R³.

One full unit of spin in a hydrogen 1s orbital gives the contact field

B_H = (2/3) μ₀ g_p μ_N /(π a₀³) = 50.77 mT,

where g_p is the proton g factor, μ_N the nuclear magneton and a₀ the Bohr radius. Hence

Q = B_H · 2b²κ/R³.

Now remove pi charge ε from the carbon. Two quantities change.

First, h is less strongly repelled and moves down: δ = δ₀ − Jε. Here J is the net spin-averaged shift of h relative to s per unit of pi charge.

Second, the carbon orbitals contract. If all lengths in them shrink in proportion to 1/ζ, where ζ is the orbital exponent, every Coulomb or exchange integral on that atom grows in proportion to ζ. Slater's screening rule gives ζ = (3.25 + 0.35ε)/2, so at ε = 0

g = d ln κ/dε = 0.35/3.25 = 0.108.

With b and the hydrogen orbital held fixed, ln Q depends on ε through ln κ − 3 ln R. Using dR/dδ = δ/R and dδ/dε = −J,

K/Q = g + 3δ₀J/R₀²,  R₀² = δ₀² + 4b².

The contraction term is positive. The second term has the sign of δ₀, because the bond responds most strongly when its two levels coincide. If h starts above s, loss of pi charge brings the levels together and strengthens the response. If h starts below s, the levels move further apart.

The exchange integral can be calculated. Write the hybrid as h = s_C/√3 + √(2/3) p_x and the pi orbital as p_z. The exchange integral of s_C with p_z is G₁/3, and that of p_x with p_z is 3F₂/25, where G₁ and F₂ are the radial repulsion integrals of multipole order 1 and 2. The cross term vanishes because the product s_C p_z is a dipole distribution and p_x p_z a quadrupole one. Therefore

κ = (1/3)(G₁/3) + (2/3)(3F₂/25) = G₁/9 + 2F₂/25.

With one Slater radial function of exponent 1.625 for s_C and the p orbitals, κ = 0.0663 hartree. This is a rough value. Hartree–Fock orbitals of the high-spin sp³ carbon atom give 0.059 (cc-pVDZ) to 0.060 hartree (cc-pVTZ), about 10 percent lower. Removing one p electron then raises ln κ by 0.13, against 0.10 from Slater's rule.

For illustration take b = 0.24, J = 0.20 and δ₀ = +0.10 hartree. Then R₀² = 0.0100 + 0.2304 = 0.2404 hartree², R₀ = 0.4903 hartree, and

Q = 50.77 × 2 × 0.24² × 0.0663/0.4903³ ≈ 3.29 mT
K/Q = 0.1077 + 3 × 0.10 × 0.20/0.2404 = 0.1077 + 0.2496 = 0.357
K ≈ 1.18 mT.

With δ₀ = −0.10 hartree, Q is unchanged but K/Q = 0.108 − 0.250 = −0.142, and K ≈ −0.47 mT. Diagonalizing the two spin Hamiltonians at slightly different charges reproduces both values of K. At δ₀ = 0 the result reduces to Q = B_Hκ/(4b) and K/Q = g.

The fragment thus yields the form of the correction and, with these illustrative parameters, a K/Q of 0.36 at δ₀ = +0.10 and −0.14 at δ₀ = −0.10 hartree. K passes through zero near δ₀ = −0.04 hartree. The usual extended-Hückel energies (−21.4 and −11.4 eV for carbon 2s and 2p, −13.6 eV for hydrogen 1s) place the sp² hybrid at about this value, so the size and even the sign of K in the fragment rest on a poorly known parameter. It does not predict the sign for anthracene, since it leaves out overlap, the carbon–carbon sigma bonds and the rearrangement of sigma charge. Here the sign is taken from the spectra, and K is an empirical constant. Simple all-electron calculations at a fixed planar geometry do not reproduce it. For the two ions of ethylene, unrestricted Hartree–Fock in small basis sets gives K/Q between −0.1 and −0.3, and B3LYP/6-31G* gives about −0.03. Such basis sets describe contact densities and anions poorly, so this does not settle the matter, but local charge is not established as the cause of the fitted K.

**Fitting both ions**

For each position let s be half the sum of the cation and anion splittings, d half their difference (cation minus anion), and x = ερ with the cation's ε. With w equivalent protons at each position, the quantity to minimize is

Σ w{[(s − Qρ) + (d − Kx)]² + [(s − Qρ) − (d − Kx)]²}
= 2Σ w(s − Qρ)² + 2Σ w(d − Kx)².

The cross terms cancel, so the half-sums fix Q and the half-differences fix K:

Q = Σwρs / Σwρ²,  K = Σwxd / Σwx².

The Hückel spin populations at positions 9, 1 and 2 are 0.1934, 0.0967 and 0.0483, and x = ρ². The half-sums are 0.59, 0.29 and 0.145 mT; the half-differences are 0.06, 0.02 and −0.005 mT; the weights are 2, 4 and 4. Then

Q = (0.2282 + 0.1122 + 0.0280)/(0.0748 + 0.0374 + 0.0093) = 0.3684/0.1215 ≈ 3.03 mT

K = (0.00449 + 0.00075 − 0.00005)/(0.00280 + 0.00035 + 0.00002) = 0.00519/0.00317 ≈ 1.64 mT.

In frequency units, Q is about 85 MHz and K about 46 MHz. Rounding of the input splittings can shift Q by at most 0.04 mT and K by at most 0.19 mT, so K stays positive. These limits do not include experimental error or defects of the model. Position 9 supplies 0.00280/0.00317, or 88 percent, of the denominator of K. The other positions mainly check the law.

The fitted splittings, with the rough measured values in brackets, are:

Position 9: cation 0.647 (0.65), anion 0.525 (0.53) mT.
Position 1: cation 0.308 (0.31), anion 0.278 (0.27) mT.
Position 2: cation 0.150 (0.14), anion 0.143 (0.15) mT.

At position 9 the charge term is Kε/Q = 1.64 × 0.1934/3.03 ≈ 0.10. It adds about 10 percent of Qρ to the cation splitting and takes the same amount from the anion splitting.

**Is it local charge, or just a different Q for each ion?**

One could instead give each ion its own constant Q. That also uses two parameters, and the fit gives 3.28 mT for the cation and 2.78 mT for the anion. The root-mean-square residual per proton is 0.013 mT, against 0.007 mT for the charge law and 0.030 mT for one common Q.

The rivals also predict different patterns. Separate constants make the cation–anion difference proportional to ρ, so the difference at position 9 should be 2.0 times that at position 1. The charge law makes it proportional to ρ², a ratio of 4.0. The rough data give 0.12/0.04 = 3.0. Since each difference may be off by 0.01 mT through rounding, the allowed range runs from 0.11/0.05 = 2.2 to 0.13/0.03 = 4.3. With Hückel populations it includes the quadratic value and narrowly excludes the linear one. The exclusion does not survive stronger electron repulsion in the pi model, as shown below. More precise splittings would make this a sharper comparison.

Position 2 is a failure of the law. With positive K, the cation splitting there should be larger by 2Kρ² ≈ 0.008 mT. The rough data put it lower by 0.01 mT, and rounding allows at most equality. The term is smallest here, so weaker influences can outweigh it. Spin or charge on neighbouring carbons is a possible cause, but that is a conjecture.

**How the pi model changes the constants**

With a mean-field repulsion U = |t|, the spin populations at positions 9, 1 and 2 become 0.229, 0.108 and 0.039. The cation's excess charges are 0.171, 0.089 and 0.054, so ε and ρ are no longer equal in size, although the ions still mirror each other. The ten C–H carbons now carry a total spin of 2 × 0.229 + 4 × 0.108 + 4 × 0.039 ≈ 1.05. The four bridge carbons must therefore carry about −0.05 in total.

The fit now gives Q = 2.65 mT and K = 1.57 mT. At this value of U, K changes by less than its rounding limit, while Q falls by 12 percent. The overall fit is worse: the residual is 0.028 mT for the charge law and 0.029 mT for separate constants, which hardly separates them. The reason lies in the half-sums, which both laws describe by the same Qρ. At position 2, Qρ = 2.65 × 0.039 ≈ 0.10 mT, whereas the half-sum is 0.145 mT. This shared misfit dominates both residuals and says nothing about the charge term. The half-differences are the proper place to compare the two laws. There the residual at U = |t| is 0.006 mT for the charge law and 0.010 mT for separate constants. The advantage shrinks as the repulsion grows. At U = 2|t| the residuals are 0.0055 and 0.0067 mT, K falls to 1.37 mT, and the linear ratio of 2.23 lies inside the allowed range. An unrestricted mean field with long-range Ohno repulsion (U = 11.13 eV, |t| = 2.4 eV) gives K = 0.90 mT, a linear ratio of 2.29, a charge-law ratio of 5.16 and residuals of 0.0064 and 0.0060 mT, so it no longer favours the charge law. These two models describe the half-sums badly, with residuals near 0.07 mT. Even so, both the value of K and the preference for the charge law depend on the populations used.

**What to do in practice**

If both ions of an alternant hydrocarbon have been measured, average the two splittings at each position. In the models above the charge term cancels as long as Q + Kε is positive in both ions, and |ρ| = s/Q. The half-difference is then Kε|ρ|, with the cation's ε. Magnitudes do not reveal the sign of ρ, which must come from a calculation or from signed splittings. The estimate is also only as good as the linear relation behind it: with the mean-field constants, s/Q at position 2 of anthracene is 0.055, whereas the calculated population is 0.039.

If one ion is available, solve the quadratic relation. With Hückel charges and positive ρ,

ρ = 2|a| / [Q + √(Q² ± 4K|a|)],

with the upper sign for the cation and the lower for the anion. This root tends to |a|/Q as K goes to zero. At position 9 it gives 0.194 from the cation and 0.196 from the anion. A constant Q = 3.03 mT would give 0.215 and 0.175. The agreement shows the size of the correction; it is not independent evidence, because the same splittings fixed Q and K. For the anion the root is real only for |a| ≤ Q²/(4K), about 1.4 mT. The constants are also not universal. For the benzene ions, with ρ = 1/6, they give 0.55 and 0.46 mT, whereas about 0.44 and 0.375 mT are measured.

Keep Q and K together with the kind of population used to fit them. Hückel constants combined with mean-field populations would bring in an error comparable with the effect being corrected.

For a neutral alternant radical with an odd number of carbons and one nonbonding orbital, the charge term vanishes in Hückel theory. If c₀ is the coefficient of that orbital on a carbon, the doubly occupied orbitals contribute 1 − c₀² electrons there and the unpaired electron contributes c₀². The total is 1, so ε = 0 and only the Q term remains. Its value need not be the anthracene one: the methyl radical has a splitting of about 2.3 mT at ρ = 1. Hückel populations also vanish at the nodes of the nonbonding orbital, where splittings are nevertheless observed, about 0.4 mT at the centre of allyl.

In non-alternant systems, or where heteroatoms or substituents make the site energies unequal, the pairing argument fails. Both ρ and ε must then be calculated for each ion, and the general form a = −(Q + Kε)ρ used in place of the ρ² version. The same holds if a counterion or the solvent makes the site energies unequal. A difference in geometry that changes only the bond couplings is milder: in Hückel theory each ion keeps ε = ±ρ, so the ρ² version still applies to each one, but ρ generally differs between the ions and must then be calculated separately. Such effects can also produce cation–anion differences, and a K fitted to two spectra absorbs whatever part of them follows the same pattern. The numerical output below lists the populations, fits and fragment values.

Values computed for the example and the checks

```
Hueckel HOMO, LUMO energies: -0.4142, 0.4142 |t|
Hubbard repulsion U: 1.0 |t|
Hueckel position 9: rho 0.1934, eps cation +0.1934, anion -0.1934
Hueckel position 1: rho 0.0967, eps cation +0.0967, anion -0.0967
Hueckel position 2: rho 0.0483, eps cation +0.0483, anion -0.0483
Hubbard position 9: rho 0.2286, eps cation +0.1714, anion -0.1714
Hubbard position 1: rho 0.1083, eps cation +0.0885, anion -0.0885
Hubbard position 2: rho 0.0389, eps cation +0.0544, anion -0.0544
rough measured position 9: cation 0.65, anion 0.53 mT
rough measured position 1: cation 0.31, anion 0.27 mT
rough measured position 2: cation 0.14, anion 0.15 mT
Hueckel fit: Q 3.031 (rounding 0.040) mT
Hueckel fit: K 1.64 (rounding 0.19) mT
Hueckel fitted position 9: cation 0.647, anion 0.525 mT
Hueckel fitted position 1: cation 0.308, anion 0.278 mT
Hueckel fitted position 2: cation 0.150, anion 0.143 mT
Hueckel rms residual, charge law: 0.0069 mT
Hueckel one common Q: 3.031, rms 0.0300 mT
Hueckel Q per ion: 3.278, 2.785, rms 0.0126 mT
Hubbard fit: Q 2.654 (rounding 0.033) mT
Hubbard fit: K 1.57 (rounding 0.18) mT
Hubbard fitted position 9: cation 0.668, anion 0.545 mT
Hubbard fitted position 1: cation 0.303, anion 0.272 mT
Hubbard fitted position 2: cation 0.107, anion 0.100 mT
Hubbard rms residual, charge law: 0.0281 mT
Hubbard one common Q: 2.654, rms 0.0405 mT
Hubbard Q per ion: 2.878, 2.429, rms 0.0292 mT
Hueckel Q and K in frequency: 85.0, 46 MHz
difference ratio 9 to 1: 3.00, rounding interval 2.20 to 4.33
predicted ratio: rho law 2.000, rho^2 law 4.000
free hydrogen contact field: 50.77 mT
exchange kappa at exponent 1.625: 0.06634 hartree
kappa at exponent 1.72: Slater 0.07022, Gaussian 0.07022 hartree
fragment b 0.24, J 0.20 hartree
contraction term g: 0.1077
fragment delta0 +0.10, R 0.4903 hartree: Q 3.292 mT
  polarity term +0.2496, K formula +1.176, K numerical +1.176 mT
fragment delta0 -0.10, R 0.4903 hartree: Q 3.292 mT
  polarity term -0.2496, K formula -0.467, K numerical -0.467 mT
```
